Coulomb scattering angle from the conserved Laplace-Runge-Lenz vector, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Derivation of the centre-of-mass angle

### What dimensions fix

Two charged particles repel each other with the potential energy

V(r) = C/r, with C > 0,

where r is their separation. Before the collision they approach along parallel lines a distance p apart. This distance is the impact parameter. Their reduced mass is μ and the energy of their relative motion is Ec. The angle θ through which the relative velocity turns can depend on no other quantity, provided that the motion is classical and non-relativistic, and that nothing else acts on the pair.

The angle is a pure number, so it can depend only on dimensionless combinations of μ, Ec, C and p. Write M, L and T for the dimensions of mass, length and time. Then

μ: M,  Ec: M L² T⁻²,  C: M L³ T⁻²,  p: L.

Consider the product μ^i Ec^j C^k p^m. It is dimensionless if three conditions hold:

time: −2j − 2k = 0, so k = −j,

mass: i + j + k = 0, so i = 0,

length: 2j + 3k + m = 0, so m = j.

Every dimensionless product is therefore a power of Ec p/C. The mass drops out once the energy is given, and θ is a function of C/(Ec p) alone. Doubling the energy at fixed p has the same effect on the angle as doubling p at fixed energy.

Dimensions do not supply the function. The result derived below is

tan(θ/2) = C/(2 Ec p), with 0 < θ < π.

It follows from comparing one conserved vector long before and long after the collision. The orbit between these times is not needed.

### Reduction to relative motion

Let R₁ and R₂ be the position vectors of the particles, with masses m₁ and m₂. Particle 1 is the projectile. Write the relative position as a length times a unit vector:

R₁ − R₂ = r r̂.

The unit vector r̂ points from the target to the projectile. The force on the projectile is −dV/dr along r̂, which is

F = (C/r²) r̂.

It is positive along r̂ and so pushes the projectile away. The target feels −F. Newton's equations are

m₁ d²R₁/dt² = F,

m₂ d²R₂/dt² = −F.

Divide each by its mass and subtract the second from the first. With the relative velocity v = d(r r̂)/dt this gives

dv/dt = F/m₁ + F/m₂ = F/μ,

1/μ = 1/m₁ + 1/m₂, or μ = m₁m₂/(m₁ + m₂).

The relative momentum is P = μv. It obeys

dP/dt = (C/r²) r̂.

The target is at rest at first, so the initial relative speed equals the laboratory speed v₀ of the projectile. With the laboratory energy E₀ = m₁v₀²/2,

Ec = μv₀²/2 = E₀ m₂/(m₁ + m₂).

In the frame of the centre of mass the projectile has velocity m₂v/(m₁ + m₂), which is parallel to v. The angle θ between the initial and final v is therefore the deflection of the projectile in that frame. It differs from the laboratory angle, which Part 2 supplies.

### Energy and angular momentum

Two familiar conserved quantities are needed first. The energy of relative motion is |P|²/(2μ) + C/r. Its rate of change is

v·dP/dt − (C/r²) dr/dt = (C/r²)(v·r̂ − dr/dt) = 0,

because the component of v along r̂ is dr/dt. At infinite separation the potential energy vanishes, so

|P|²/(2μ) + C/r = Ec.

The angular momentum is L = r r̂ × P. Its rate of change is

dL/dt = v × P + r r̂ × (C/r²) r̂ = 0.

The first product vanishes because P is parallel to v, the second because r̂ is parallel to itself. If L is not zero, the motion stays in the plane perpendicular to L. If L is zero, the motion stays on a line.

The product rule gives a useful form of the velocity:

v = (dr/dt) r̂ + r dr̂/dt.

Insert it into L = μ r r̂ × v. The term along r̂ drops out, leaving

L = μ r² r̂ × dr̂/dt.

Angular momentum thus measures how fast the line between the particles turns.

### The third conserved quantity

The energy and L do not by themselves give the outgoing direction, since neither contains the orientation of the orbit within its plane. A vector lying in that plane is needed. The natural candidate is P × L.

Take first a general central force f(r) r̂, so that the role of the Coulomb law can be seen. Since L is constant for any such force,

d(P × L)/dt = f r̂ × L = μ r² f r̂ × (r̂ × dr̂/dt).

The double cross product obeys a × (b × c) = b(a·c) − c(a·b). Here it gives

r̂ × (r̂ × dr̂/dt) = r̂ (r̂·dr̂/dt) − (dr̂/dt)(r̂·r̂).

The length of r̂ is fixed. Differentiating r̂·r̂ = 1 gives r̂·dr̂/dt = 0, so the first term vanishes and the second is −dr̂/dt. Hence

d(P × L)/dt = −μ r² f dr̂/dt.

For the repulsive Coulomb force r² f = C, a constant. The right side is then the time derivative of −μC r̂, and moving it to the left shows that

A = P × L + μC r̂

is conserved. This is the Laplace-Runge-Lenz vector for repulsion. For a general central force the same vector changes at the rate

dA/dt = μ(C − r² f) dr̂/dt.

This equation shows where the inverse-square law enters. If the force departs from C/r² while the line between the particles turns, A changes. Screening by electrons causes such a departure, and Part 2 gives its size for an implanted ion.

The plus sign in A belongs to C > 0 as the strength of a repulsion. If attraction is written as V = −K/r with K > 0, then C = −K and the vector becomes P × L − μK r̂.

Both terms of A have the dimension of momentum squared times length. For the first this follows because L is a length times a momentum. For the second, μC is mass times energy times length, and mass times energy has the dimension of momentum squared.

### The particles separate, and their directions settle

The comparison needs the limits of P and r̂ at early and late times. That these limits exist can be shown without solving for the orbit.

Define s = r r̂·v = r dr/dt. It is negative during approach and positive during separation. Differentiate the dot product:

ds/dt = |v|² + r r̂·dv/dt = |v|² + C/(μr).

Energy conservation gives |v|² = 2(Ec − C/r)/μ, so

ds/dt = (2Ec − C/r)/μ.

The kinetic energy cannot be negative, hence C/r ≤ Ec, and therefore

ds/dt ≥ Ec/μ.

The quantity s thus rises at no less than a fixed positive rate. It starts negative, reaches zero at some time t₀, and is positive afterwards. The time t₀ is the moment of closest approach, with separation r_min. For t > t₀,

s ≥ Ec(t − t₀)/μ.

Because d(r²)/dt = 2s, integration over time gives

r² ≥ r_min² + Ec(t − t₀)²/μ.

The particles therefore escape from each other. The magnitude of the acceleration satisfies

C/(μr²) ≤ C/[Ec(t − t₀)²].

The integral of this bound from any time after t₀ to infinity is finite, so v tends to a definite final value. Its magnitude follows from energy conservation: C/r tends to zero, and |P| returns to

P₀ = μv₀ = √(2μEc).

Call the direction of the final velocity n. The position is the time integral of the velocity, so the position divided by t tends to v₀n, and r̂ tends to n. The same argument run backwards in time shows that in the distant past r̂ was opposite to the incoming velocity.

### The vector before the collision

Let x̂ point along the incoming velocity. Let ŷ point from the line through the target to the line of the projectile, and let ẑ = x̂ × ŷ. In the distant past the relative position is x x̂ + y ŷ, with x → −∞ and y → p.

The angular momentum has one component, along ẑ:

μ(x v_y − y v_x).

Its limit needs some care, since x grows without bound while v_y vanishes. The transverse force is C y/r³. With y bounded and r growing as |t|, it falls as 1/|t|³. Its time integral v_y falls as 1/t², and the product x v_y falls as 1/|t|. That term disappears, leaving

L = −p P₀ ẑ.

The minus sign means that the line between the particles turns clockwise in the x-y plane. This fits the picture: r̂ starts along −x̂ and swings over the positive y side. Since x̂ × ẑ = −ŷ,

P × L → P₀ x̂ × (−p P₀ ẑ) = p P₀² ŷ.

With r̂ → −x̂ the initial value of the conserved vector is

A = −μC x̂ + p P₀² ŷ.

### The vector after the collision

Let θ be the angle from x̂ to the final direction, counted positive towards ŷ:

n = cos θ x̂ + sin θ ŷ.

At this point θ may be any angle with −π < θ ≤ π. The angular momentum still has its initial value. With x̂ × ẑ = −ŷ and ŷ × ẑ = x̂,

n × ẑ = sin θ x̂ − cos θ ŷ,

P × L → P₀ n × (−p P₀ ẑ) = p P₀²(−sin θ x̂ + cos θ ŷ).

Now r̂ → n, so the final value is

A = p P₀²(−sin θ x̂ + cos θ ŷ) + μC(cos θ x̂ + sin θ ŷ).

### Equating the two values

The x components give

−μC = −p P₀² sin θ + μC cos θ,

or, after moving the terms in μC to one side,

μC(1 + cos θ) = p P₀² sin θ.

The y components give

p P₀² = p P₀² cos θ + μC sin θ,

or

p P₀²(1 − cos θ) = μC sin θ.

The second relation fixes the side of the deflection. Its left side is not negative, so sin θ is not negative, and θ lies between 0 and π inclusive. The value θ = 0 would turn the first relation into 2μC = 0, which is false. The value θ = π would turn the second into 2p P₀² = 0, which is false for p > 0. Therefore 0 < θ < π: the projectile is pushed towards the side on which it passes.

The half-angle forms sin θ = 2 sin(θ/2) cos(θ/2) and 1 + cos θ = 2 cos²(θ/2) give

tan(θ/2) = sin θ/(1 + cos θ).

Divide the first relation by p P₀²(1 + cos θ), which is not zero:

tan(θ/2) = μC/(p P₀²).

Finally P₀² = 2μEc. The mass cancels, as the dimensional argument required, and

tan(θ/2) = C/(2 Ec p).

The second relation gives the same result through tan(θ/2) = (1 − cos θ)/sin θ. The two components of A therefore agree on one angle.

There is also a geometric reading. Between the two ends, the part P × L keeps its length p P₀² and turns by θ, so its change has length 2p P₀² sin(θ/2). The part μC r̂ changes by μC(n + x̂), whose length is 2μC cos(θ/2). The two changes must cancel, and equating their lengths gives the formula.

### Limiting cases

It is convenient to define the length

b = C/(2Ec), so that tan(θ/2) = b/p.

At p = b the deflection is 90 degrees. A smaller p gives backward scattering in the centre-of-mass frame, and a larger p gives forward scattering.

For a head-on collision p = 0 and L = 0. Then A = μC r̂, and its conservation keeps r̂ equal to −x̂ throughout. The particles must still separate, so the relative velocity ends along −x̂ and θ = π. This agrees with the limit of the formula as p → 0.

For p much larger than b the angle is small and

θ ≈ 2b/p = C/(Ec p).

This can be checked by a separate estimate. To leading order the projectile keeps its straight path and speed, with r² = p² + v₀²t². The transverse momentum that it receives is

∫ C p (p² + v₀²t²)^(−3/2) dt, taken over all times.

Set v₀t = p tan α. Then dt = (p/v₀) dα/cos²α, and (p² + v₀²t²)^(−3/2) = cos³α/p³. The integral becomes

[C/(p v₀)] ∫ cos α dα = 2C/(p v₀), for α from −π/2 to π/2.

Division by P₀ = μv₀ gives θ ≈ 2C/(μv₀²p) = C/(Ec p), in agreement with the limit.

## Part 2. Implementation, example and range of use

### Symbols and results carried over

The projectile has mass m₁ and laboratory energy E₀; the target has mass m₂ and is at rest at first. The potential energy is C/r, the impact parameter is p, and the relative energy is Ec = E₀m₂/(m₁ + m₂). The reduced mass is μ, the initial relative speed is v₀, and P₀ = μv₀ = √(2μEc). The unit vector r̂ points from target to projectile, x̂ points along the incoming velocity, and n along the final relative velocity. With b = C/(2Ec), Part 1 gives

tan(θ/2) = b/p,

A = P × L + μC r̂ = −μC x̂ + p P₀² ŷ,

where P and L are the relative momentum and angular momentum, with |L| = p P₀, and A is conserved.

### Closest approach

The distance of closest approach decides whether the bare Coulomb law is adequate, and A supplies it directly. Take the component of A along r̂. Cyclic exchange in the triple product gives r̂·(P × L) = L·(r̂ × P), and r̂ × P = L/r. Hence, at every point of the orbit,

A·r̂ = |L|²/r + μC.

At closest approach dr/dt = 0, so P is perpendicular to r̂. Then P × L is parallel to r̂, and so is A. The conserved vector thus points from the target to the position of closest approach, and

|A| = |L|²/r_min + μC.

From b = C/(2Ec) and P₀² = 2μEc it follows that μC = bP₀². The components of A therefore give |A| = P₀²√(b² + p²). Insert this and |L|² = p²P₀², then divide by P₀²:

√(b² + p²) = p²/r_min + b.

Solve for r_min, and multiply numerator and denominator by √(b² + p²) + b:

r_min = p²/[√(b² + p²) − b] = b + √(b² + p²).

The last form is the one to code, since it has no subtraction of nearly equal numbers when p is small. For p = 0 it gives 2b = C/Ec, the separation at which the whole relative energy is potential. For p much larger than b it tends to p.

This part has derived tan(θ/2) = b/p from the conservation of the vector A, and the closest approach r_min = b + √(b² + p²). What remains is to find the laboratory angles and energy transfer, put the results in forms suited to code, work through a phosphorus ion on a silicon atom, and examine screening and other neglected effects.
